# Defect Freeze-In on Cooling: Leading Asymptotics and First Correction: a program that tests the result

```python
"""Freeze-in of an activated defect during cooling.

Result under test: with dc/dt = -(c - c_eq)/tau, tau = tau0 exp(Ea/kT),
c_eq = c0 exp(-Es/kT) and cooling rate q, the defect freezes near Tf, where
    tau(Tf) = k Tf^2 / (Ea q),   x = Ea/(k Tf) = 2 W(sqrt(Ea/(k q tau0))/2),
and the frozen concentration is c_eq(Tf) Gamma(1 + Es/Ea) for large x.
Symbols: Ea relaxation barrier (eV), Es solubility enthalpy (eV), q in K/s,
tau in s, c in cm^-3, L film thickness (cm), D0 diffusivity prefactor (cm^2/s).
The parameters are round model values in the rough regime of lead vacancies
in tellurium-saturated PbTe; they are not measured data.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import lambertw, gamma, zeta, expit

k = const.k / const.e
Ea, Es, c0 = 1.0, 0.35, 8e20
L, D0 = 1e-4, 1e-2
T_start, T_end = 800.0, 300.0
tau0 = L**2 / (np.pi**2 * D0)
r = Es / Ea


def c_eq(T):
    return c0 * np.exp(-Es / (k * T))


def tau(T, prefactor=tau0):
    return prefactor * np.exp(Ea / (k * T))


def freeze_temperature(q, prefactor=tau0, barrier=Ea):
    x = 2 * lambertw(0.5 * np.sqrt(barrier / (k * q * prefactor))).real
    return barrier / (k * x)


def frozen_formula(q):
    return c_eq(freeze_temperature(q)) * gamma(1 + r)


def equilibrium_temperature(c):
    """Temperature at which c would be the equilibrium concentration."""
    return Es / (k * np.log(c0 / c))


def cool(rate, T_hot=T_start, T_cold=T_end, prefactor=tau0, excess=1.0):
    """Integrate the rate equation; rate is a function of temperature."""
    scale = c_eq(T_hot)

    def slope(T, y):
        return (y - c_eq(T) / scale) / (rate(T) * tau(T, prefactor))

    run = solve_ivp(slope, (T_hot, T_cold), [excess], method="Radau",
                    rtol=1e-8, atol=1e-12)
    assert run.success
    return run.y[0, -1] * scale


def cool_film(q, cells=100):
    """Mean concentration after diffusion to both faces, on a grid."""
    n = cells - 1
    lap = (np.diag(-2.0 * np.ones(n)) + np.diag(np.ones(n - 1), 1)
           + np.diag(np.ones(n - 1), -1)) * (cells / L)**2
    face = np.zeros(n)
    face[0] = face[-1] = (cells / L)**2
    scale = c_eq(T_start)

    def factor(T):
        return -D0 * np.exp(-Ea / (k * T)) / q

    run = solve_ivp(
        lambda T, y: factor(T) * (lap @ y + face * c_eq(T) / scale),
        (T_start, T_end), np.ones(n), method="BDF",
        jac=lambda T, y: factor(T) * lap, rtol=1e-6, atol=1e-9)
    assert run.success
    return (run.y[:, -1].sum() * scale + c_eq(T_end)) / cells


# Matching condition and its slope, by root finding and finite differences
q_ref = 1.0
Tf = freeze_temperature(q_ref)
x_ref = Ea / (k * Tf)
root = brentq(lambda T: np.log(tau(T) * Ea * q_ref / (k * T**2)), 200, 1500)
assert abs(root - Tf) < 1e-6
step = 1e-3
slope_fd = np.log(freeze_temperature(q_ref * np.exp(step))
                  / freeze_temperature(q_ref * np.exp(-step))) / (2 * step)
assert abs(slope_fd - 1 / (x_ref + 2)) < 1e-6

# Frozen concentration against direct integration over four rates
rates = [0.01, 0.1, 1.0, 10.0]
numeric = {q: cool(lambda T, q=q: q) for q in rates}
for q in rates:
    assert abs(frozen_formula(q) / numeric[q] - 1) < 0.06  # order 1/x error
    T_formula = 1 / (1 / freeze_temperature(q) - k / Es * np.log(gamma(1 + r)))
    assert abs(T_formula / equilibrium_temperature(numeric[q]) - 1) < 0.01
exponents = []
for slow, fast in zip(rates[:-1], rates[1:]):
    x_mid = Ea / (k * freeze_temperature(np.sqrt(slow * fast)))
    measured = np.log(numeric[fast] / numeric[slow]) / np.log(fast / slow)
    assert abs(measured - r * x_mid / (x_mid + 2)) < 0.01
    exponents.append(measured)

# The error must shrink as x grows
small_tau0 = tau0 * 1e-20
T_cool = freeze_temperature(q_ref, small_tau0)
deep = cool(lambda T: q_ref, 1.35 * T_cool, 0.5 * T_cool, small_tau0)
error_deep = abs(deep / (c_eq(T_cool) * gamma(1 + r)) - 1)
error_ref = abs(numeric[q_ref] / frozen_formula(q_ref) - 1)
assert error_deep < 0.5 * error_ref

# The cruder cooling time T/q does worse
T_star = equilibrium_temperature(numeric[q_ref])
T_crude = Ea / (k * lambertw(Ea / (k * q_ref * tau0)).real)
assert abs(tau(T_crude) * q_ref / T_crude - 1) < 1e-8
assert abs(T_crude - T_star) > 3 * abs(Tf - T_star)

# Memory of the start is lost in slow cooling and kept in a fast quench
assert abs(cool(lambda T: q_ref, excess=10.0) / numeric[q_ref] - 1) < 1e-5
q_limit = k * T_start**2 / (Ea * tau(T_start))
assert abs(freeze_temperature(q_limit) - T_start) < 1e-6
kept = cool(lambda T: 10 * q_limit) / c_eq(T_start)
assert kept > 0.9

# Higher diffusion modes of the film
film_mean = cool_film(q_ref)
mode_factor = 8 / np.pi**2 * (1 - 2**(-2 - 2 * r)) * zeta(2 + 2 * r)
film_ratio = film_mean / numeric[q_ref]
assert abs(film_ratio / mode_factor - 1) < 0.02  # order 1/x error in r

# Cooling that slows towards room temperature, starting at the same rate


def slowing(T):
    return q_ref * (T - T_end) / (T_start - T_end)


Tf_slowing = brentq(
    lambda T: np.log(tau(T) * Ea * slowing(T) / (k * T**2)), 400, 790)
c_slowing = cool(slowing, T_cold=310.0)
assert abs(c_eq(Tf_slowing) * gamma(1 + r) / c_slowing - 1) < 0.06

# Drift of doubly charged vacancies with fast holes: slow eigenvalue of the
# linearized drift-diffusion-Poisson equations, in units of bare D k^2
screening, hole_speed = 1e3, 1e4
matrix = np.array([[1 + 4 * screening, -2 * screening],
                   [-4 * screening * hole_speed,
                    hole_speed * (1 + 2 * screening)]])
drift_factor = np.linalg.eigvals(matrix).real.min()
assert abs(drift_factor - 3) < 0.01
Tf_drift = freeze_temperature(q_ref, tau0 / drift_factor)

# Degeneracy and intrinsic electrons, with rough PbTe band parameters
mass, gap = 0.35, 0.36


def fermi_half(eta):
    value = quad(lambda e: np.sqrt(e) * expit(eta - e), 0,
                 max(eta, 0) + 40, limit=200)[0]
    return 2 / np.sqrt(np.pi) * value


def band_density(T):
    return 2e-6 * (2 * np.pi * mass * const.m_e * const.k * T
                   / const.h**2)**1.5


def hole_level(c, T, E_gap):
    N = band_density(T)
    return brentq(lambda eta: (fermi_half(eta)
                  - fermi_half(-eta - E_gap / (k * T))) * N / (2 * c) - 1,
                  -15, 10)


def thermodynamic_factor(c, T, E_gap=gap):
    d = 0.01
    return 1 + 2 * (hole_level(c * np.exp(d), T, E_gap)
                    - hole_level(c * np.exp(-d), T, E_gap)) / (2 * d)


assert abs(thermodynamic_factor(1e15, Tf, 5.0) - drift_factor) < 0.02
factor_Tf = thermodynamic_factor(c_eq(Tf), Tf)
factor_start = thermodynamic_factor(c_eq(T_start), T_start)

print(f"Barrier Ea = {Ea:.2f} eV; solubility enthalpy Es = {Es:.2f} eV")
print(f"Solubility prefactor c0 = {c0:.1e} cm^-3")
print(f"Film thickness L = {L*1e4:.1f} um; D0 = {D0:.2e} cm^2/s")
print(f"Relaxation prefactor tau0 = {tau0:.3e} s")
print(f"Start {T_start:.0f} K, end {T_end:.0f} K")
print(f"Ratio r = Es/Ea = {r:.3f}; Gamma(1+r) = {gamma(1+r):.4f}")
print(f"Reference rate q = {q_ref:.1f} K/s")
print(f"ln(Ea/(k q tau0)) = {np.log(Ea/(k*q_ref*tau0)):.3f}")
print(f"x = Ea/(k Tf) = {x_ref:.3f}; Tf = {Tf:.1f} K")
print(f"Cooling interval k Tf^2/Ea = {k*Tf**2/Ea:.2f} K")
print(f"Relaxation time at Tf = {tau(Tf):.2f} s")
print(f"Slope d ln Tf/d ln q = {slope_fd:.4f}")
print(f"Linear estimate of shift per decade = {Tf*np.log(10)*slope_fd:.1f} K")
print(f"c_eq(Tf) = {c_eq(Tf):.3e} cm^-3")
print("Table: q (K/s), Tf (K), T* integrated (K),")
print("  c formula (cm^-3), c integrated (cm^-3)")
for q in rates:
    print(f"  {q:6.2f} {freeze_temperature(q):7.1f} "
          f"{equilibrium_temperature(numeric[q]):7.1f} "
          f"{frozen_formula(q):.3e} {numeric[q]:.3e}")
print("Integrated rate exponents, decade by decade: "
      + ", ".join(f"{e:.3f}" for e in exponents))
print(f"Predicted exponent at q = 1 K/s: {r*x_ref/(x_ref+2):.3f}")
print(f"Formula error in c at x = {x_ref:.1f}: {100*error_ref:.2f} %")
print(f"Formula error in c at x = {Ea/(k*T_cool):.1f}: {100*error_deep:.2f} %")
print(f"Tf from cruder cooling time T/q = {T_crude:.1f} K")
print(f"Rate at which Tf reaches the start = {q_limit:.0f} K/s")
print(f"Share of start c kept at ten times that rate = {kept:.3f}")
print(f"Film mean / single mode: grid {film_ratio:.3f}, "
      f"formula {mode_factor:.3f}")
print(f"Film mean vacancy concentration = {film_mean:.3e} cm^-3")
print(f"Film mean hole density (2 per vacancy) = {2*film_mean:.3e} cm^-3")
print(f"Slowing cooling: rate at Tf = {slowing(Tf_slowing):.3f} K/s")
print(f"Slowing cooling: Tf = {Tf_slowing:.1f} K, c = {c_slowing:.3e} cm^-3")
print(f"Charged-vacancy drift factor = {drift_factor:.3f}")
print(f"Tf if D0 was the bare diffusivity = {Tf_drift:.1f} K")
print(f"c_eq ratio for that shift = {c_eq(Tf_drift)/c_eq(Tf):.3f}")
print(f"Rough hole mass = {mass:.2f} m_e; rough hot gap = {gap:.2f} eV")
print(f"Valence-band density at Tf = {band_density(Tf):.2e} cm^-3")
print(f"Thermodynamic factor at Tf = {factor_Tf:.3f}")
print(f"Thermodynamic factor at start = {factor_start:.3f}")
for barrier in (0.9, 1.1):
    print(f"Tf for barrier {barrier:.1f} eV = "
          f"{freeze_temperature(q_ref, barrier=barrier):.1f} K")
for T_use in (300, 400, 500):
    print(f"Relaxation time at {T_use} K = {tau(T_use):.2e} s")
print("finished without a failed check")
```

Printed output:

```
Barrier Ea = 1.00 eV; solubility enthalpy Es = 0.35 eV
Solubility prefactor c0 = 8.0e+20 cm^-3
Film thickness L = 1.0 um; D0 = 1.00e-02 cm^2/s
Relaxation prefactor tau0 = 1.013e-07 s
Start 800 K, end 300 K
Ratio r = Es/Ea = 0.350; Gamma(1+r) = 0.8912
Reference rate q = 1.0 K/s
ln(Ea/(k q tau0)) = 25.464
x = Ea/(k Tf) = 19.521; Tf = 594.5 K
Cooling interval k Tf^2/Ea = 30.45 K
Relaxation time at Tf = 30.45 s
Slope d ln Tf/d ln q = 0.0465
Linear estimate of shift per decade = 63.6 K
c_eq(Tf) = 8.626e+17 cm^-3
Table: q (K/s), Tf (K), T* integrated (K),
  c formula (cm^-3), c integrated (cm^-3)
    0.01   488.9   483.8 1.759e+17 1.809e+17
    0.10   536.8   530.8 3.688e+17 3.802e+17
    1.00   594.5   587.4 7.687e+17 7.947e+17
   10.00   665.3   656.8 1.591e+18 1.650e+18
Integrated rate exponents, decade by decade: 0.323, 0.320, 0.317
Predicted exponent at q = 1 K/s: 0.317
Formula error in c at x = 19.5: 3.38 %
Formula error in c at x = 63.2: 1.17 %
Tf from cruder cooling time T/q = 519.1 K
Rate at which Tf reaches the start = 273 K/s
Share of start c kept at ten times that rate = 0.980
Film mean / single mode: grid 0.879, formula 0.874
Film mean vacancy concentration = 6.982e+17 cm^-3
Film mean hole density (2 per vacancy) = 1.396e+18 cm^-3
Slowing cooling: rate at Tf = 0.557 K/s
Slowing cooling: Tf = 578.7 K, c = 6.353e+17 cm^-3
Charged-vacancy drift factor = 2.998
Tf if D0 was the bare diffusivity = 565.5 K
c_eq ratio for that shift = 0.705
Rough hole mass = 0.35 m_e; rough hot gap = 0.36 eV
Valence-band density at Tf = 1.45e+19 cm^-3
Thermodynamic factor at Tf = 2.872
Thermodynamic factor at start = 3.206
Tf for barrier 0.9 eV = 537.6 K
Tf for barrier 1.1 eV = 651.0 K
Relaxation time at 300 K = 6.38e+09 s
Relaxation time at 400 K = 4.03e+05 s
Relaxation time at 500 K = 1.22e+03 s
finished without a failed check
```
